Kβ exchange splitting and spin selectivity in a high-spin d⁵ atom, part 1

(Sections cited here and not found follow in the second part.)

**The Kβ main line and Kβ′ of a high-spin d⁵ atom**

Q. A 1s hole is filled by a 3p electron and a photon comes out. The 3d electrons take no part in the jump. Why should they split the line?

A. The photon energy is the energy of the atom before the jump minus its energy after, and after the jump there are two open shells. An atom with a half-filled 3d shell in its ⁶S term (spin S = 5/2, L = 0) loses a 1s electron, which gives the intermediate configuration 1s¹3d⁵. The emission 3p → 1s leaves 3p⁵3d⁵. The 3p and 3d orbitals occupy the same region of space, their exchange integrals are large, and the energy of 3p⁵3d⁵ depends strongly on whether the spin of the 3p shell is parallel or antiparallel to the 3d spin.

The model is this: one configuration at each stage, a spherical atom, one radial function per shell, the Coulomb repulsion treated exactly within the configuration, electric-dipole emission, and for the moment no spin–orbit coupling. Final-state energies are measured from the ⁷P term. A term lying ε above ⁷P emits a photon of energy lower by ε.

Q. Then write down the interaction, in a form where I can check the coefficients.

A. With C_kq = √(4π/(2k+1)) Y_kq and energies in units where e²/4πε₀ = 1,

1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) Σ_q C_kq(1) C*_kq(2).

Define c^k(lm, l′m′) = ⟨lm|C_(k,m−m′)|l′m′⟩, which is real for Condon–Shortley phases. Electron 1 gives ⟨a|C_kq|c⟩ and electron 2 gives ⟨b|C*_kq|d⟩ = ⟨d|C_kq|b⟩*, so

⟨ab|1/r₁₂|cd⟩ = δ(m_a+m_b, m_c+m_d) Σ_k R^k c^k(a,c) c^k(d,b).

With P(r) the radial function times r, the radial integrals are

F^k(n,n′) = ∫∫ P_n²(r₁) P_n′²(r₂) r_<^k/r_>^(k+1) dr₁dr₂,

G^k = ∫∫ P_p(r₁)P_d(r₁) P_p(r₂)P_d(r₂) r_<^k/r_>^(k+1) dr₁dr₂.

Parity and the triangle rule allow k = 0, 2 for the direct p–d term, k = 1, 3 for p–d exchange and k = 0, 2, 4 for d–d. The k = 0 terms count electrons and are the same for all states of the configuration. So is the p–p repulsion, because p⁵ has the single term ²P. The part of the repulsion with one p and one d electron before and after is

H_pd = Σ [⟨ab|cd⟩ − ⟨ab|dc⟩] p†_a p_c d†_b d_d,

where a, c are p spin-orbitals and b, d are d spin-orbitals; the pair d†d was moved past p_c without a sign. On the 15 orbital states |m,n⟩ of one p and one d electron define two operators:

⟨m′n′|D|mn⟩ = ⟨p m′, d n′|1/r₁₂|p m, d n⟩,

⟨m′n′|X|mn⟩ = ⟨p m′, d n′|1/r₁₂|d n, p m⟩.

The direct term D leaves both spins unchanged. The exchange term −X demands spin(a) = spin(d) and spin(b) = spin(c): it acts between parallel spins without a flip, and between opposite spins it swaps them.

Q. Two 15 × 15 matrices. Do I need all their elements?

A. No. Both commute with rotations, so each has one eigenvalue for each pair momentum Λ = 3, 2, 1 (F, D, P), and these follow from diagonal elements: the trace over the states of given M = m+n is the sum of the eigenvalues with Λ ≥ M. The diagonal elements come from two recurrences of the spherical harmonics,

cos θ Y_ln = a_(l+1,n) Y_(l+1,n) + a_(l,n) Y_(l−1,n), a²_(l,n) = (l²−n²)/(4l²−1),

sin θ e^(−iφ) Y_ln = ± b₊ Y_(l+1,n−1) ∓ b₋ Y_(l−1,n−1),

b₊² = (l−n+1)(l−n+2)/((2l+1)(2l+3)), b₋² = (l+n)(l+n−1)/((2l−1)(2l+1)).

Exchange first. The diagonal element is Σ_k c^k(pm,dn)² G^k. Since Y₁₀ = √(3/4π) cos θ and Y*₁₁ = −√(3/8π) sin θ e^(−iφ), c^k² is 3/(2k+1), or (3/2)/(2k+1), times the squared recurrence coefficient that takes l = 2 to l = k:

c¹(p0,dn)² = (4−n²)/15, c³(p0,dn)² = (3/7)(9−n²)/35 = 3(9−n²)/245,

c¹(p1,dn)² = ½(2+n)(1+n)/15, c³(p1,dn)² = (3/2)(3−n)(4−n)/245,

and c^k(p−1,dn)² = c^k(p1,d−n)². Put g1 = G¹/15 and g3 = G³/245.

M = 3, state (1,2): X_F = 6g1 + 3g3.

M = 2, states (1,1), (0,2): (3+0)g1 + (9+15)g3 = X_F + X_D, so X_D = −3g1 + 21g3.

M = 1, states (1,0), (0,1), (−1,2): (1+3+0)g1 + (18+24+45)g3 = X_F + X_D + X_P, so X_P = g1 + 63g3.

For the direct term, c²(lm,lm) = ⟨(3cos²θ − 1)/2⟩ with ⟨cos²θ⟩ = a²_(l+1,m) + a²_(l,m). For p, ⟨cos²θ⟩ = 1/5 and 3/5 for |m| = 1, 0, so c² = −1/5 and 2/5. For d, ⟨cos²θ⟩ = 1/7, 3/7, 11/21 for |n| = 2, 1, 0, so c² = −2/7, 1/7, 2/7. In units of f2 = F²(p,d)/35 the traces are (−1)(−2) = 2 for M = 3, (−1)(1) + (2)(−2) = −5 for M = 2, and (−1)(2) + (2)(1) + (−1)(−2) = 2 for M = 1. The eigenvalues are therefore 2, −7 and 7 for F, D, P.

These become operators through y = l·λ, the scalar product of the p and d orbital momenta, whose eigenvalues [Λ(Λ+1) − 2 − 6]/2 are 2, −1, −3. The quadratic

q(y) = 2y² + y − 8

takes the values 8+2−8 = 2, 2−1−8 = −7 and 18−3−8 = 7, so the k = 2 part of D is f2·q. Three eigenvalues fix three coefficients, so X = K + x1·y + x2·q. To find them, average over the 15 states with weights 7, 5, 3. The operators 1, y, q are orthogonal: ⟨y⟩ = (14−5−9)/15 = 0, ⟨q⟩ = (14−35+21)/15 = 0, ⟨yq⟩ = (28+35−63)/15 = 0, while ⟨y²⟩ = (28+5+27)/15 = 4 and ⟨q²⟩ = (28+245+147)/15 = 28. Projecting,

K = ⟨X⟩ = (42−15+3)g1/15 + (21+105+189)g3/15 = 2g1 + 21g3,

x1 = ⟨Xy⟩/4 = [(84+15−9)g1 + (42−105−567)g3]/60 = (3/2)(g1 − 7g3),

x2 = ⟨Xq⟩/28 = [(84+105+21)g1 + (42−735+1323)g3]/420 = (g1 + 3g3)/2.

In unreduced integrals K = (2/15)G¹ + (3/35)G³; it is the average exchange of one p–d pair. The three pieces have orbital rank 0, 1 and 2 in each electron separately: y is a product of two vectors, and q is proportional to Σ C₂q(1)C*₂q(2). An operator of rank above zero has zero trace over a shell, so y and q vanish when summed over a full set of d or of p orbitals.

Q. The p shell has five electrons. How do you get from pair operators to p⁵?

A. By a rule for one hole in a full set of 2l+1 orbitals of one spin. For a one-body operator O = Σ O_μν c†_μ c_ν, anticommuting the operators gives

⟨full|c†_μ′ O c_μ|full⟩ = δ_μμ′ tr O − O_μμ′.

Removing an electron from −m leaves momentum +m, so label the hole state |m⟩_h = (−1)^m c_(−m)|full⟩. Then

_h⟨m′|O|m⟩_h = δ tr O − (O^τ)_m′m, (O^τ)_m′m = (−1)^(m−m′) O_(−m,−m′).

The map τ is a transposition with a relabelling, so it reverses the order of products. It sends l to −l: for l_z, (l_z^τ)_mm = −m, and for l₊, (l₊^τ)_(m+1,m) = −⟨−m|l₊|−m−1⟩ = −√(l(l+1) − m(m+1)). By the Wigner–Eckart theorem a rank-k operator within a shell is proportional to a symmetrised polynomial of degree k in l, for which the order does not matter, so O^τ = (−1)^k O. The hole therefore contributes −(−1)^k O: rank 1 keeps its sign, ranks 0, 2 and 4 change sign, and the trace term is the full shell.

Q. Which final states can the emission reach, and how many are there?

A. Let the atom start in |⁶S, M = 5/2⟩, the single determinant with all five d electrons up, and call up the majority spin. The dipole operator does not act on spin or on the d shell, so the reachable states have L = 1 and spin 3 or 2.

M_S = 3 requires d↑⁵ and p↑³p↓². These three states, one for each hole label m, form one ⁷P term. The full d↑ set removes y and q, so the direct energy is a constant, and each of the three p↑ electrons gains exchange −5K from the five d↑ electrons, −15K in all. The spin-swapping part would have to put an electron into a p↑ or d↑ orbital and is blocked. This energy is the zero.

M_S = 2 is reached in two ways. In states of type a the hole is in p↑ and the d shell is intact. In states of type b the hole is in p↓ and one d spin is turned over, d†_n′↓ d_n↑|⁶S, 5/2⟩, which is a d↓ particle and a d↑ hole. These 25 d states couple to λ = 0, 1, 2, 3, 4. The λ = 0 state is the scalar S₋ = Σ d†_n↓ d_n↑ acting on the determinant, so it is ⁶S with M = 3/2. The other 24 are orthogonal to the only sextet and have M = 3/2, so they are quartets: ⁴P, ⁴D, ⁴F, ⁴G. Coupling λ with the p hole to L = 1 requires λ = 0, 1, 2. For each M_L there are thus four P states with M_S = 2: a, b₀, b₁, b₂. One combination is the ⁷P component; the remaining three are ⁵P. The configuration contains three ⁵P terms, with parents ⁶S, ⁴P and ⁴D, and "the ⁵P term" has to be replaced by a 3 × 3 problem.

Q. Leave the quartets out for a moment. What does the ⁶S parent alone give?

A. Fix the phases by defining, for a given M_L,

a = s₋(p)|⁷P, 3⟩, b₀ = S₋(d)|⁷P, 3⟩/√5.

The first has norm 1 (the p shell has spin ½) and S₋(d) gives squared norm 2S = 5. The total lowering operator gives squared norm 6, so

|⁷P, 2⟩ = (a + √5 b₀)/√6, |⁵P₀⟩ = (b₀ − √5 a)/√6,

the second being the orthogonal combination. In a only two p↑ electrons exchange with d↑⁵, giving −10K, so ⟨a|H|a⟩ = 5K. In b₀ the three p↑ electrons meet four d↑ electrons (−12K) and the two p↓ electrons meet one d↓ electron, whose orbital is uniformly distributed for λ = 0 (−2K), so ⟨b₀|H|b₀⟩ = K. The off-diagonal element needs no separate calculation. H commutes with total spin, so H(a + √5 b₀) = 0. Projecting on a gives ⟨a|H|b₀⟩ = −5K/√5 = −√5 K; projecting on b₀ gives ⟨b₀|H|b₀⟩ = √5K/√5 = K, in agreement with the count. Then

H₀₀ = ⟨⁵P₀|H|⁵P₀⟩ = [K + 5·5K − 2√5(−√5K)]/6 = 6K,

6K = (2S+1)K = 12g1 + 126g3 = (4/5)G¹ + (18/35)G³.

This is the Dirac–Van Vleck result for the rank-0 part of the exchange, which in this space acts as −2K s·S plus a constant. The septet lies lower because a p↓ hole costs no exchange with the d↑ electrons.

Q. So the splitting between Kβ₁,₃ and Kβ′ is 6K.

A. It would be if ⁵P₀ were an eigenstate. The rank-1 and rank-2 parts of X, combined with a spin flip, connect it to b₁ and b₂, and the size of that coupling has to be compared with the spacing of the diagonal energies. The first ingredient is the d–d energy of the parents.

In a flipped state the four d↑ electrons form one L = 2 multiplet, so their mutual repulsion is a constant. The d↓ electron interacts with them only through ⟨a↑ b↓|c↑ d↓⟩, the direct d–d operator, with ranks 2 and 4. By the hole rule both change sign, so the energy is a constant minus W_λ, where W_λ is the eigenvalue of the direct operator on d⊗d. Since λ = 0 is the sextet,

E_λ = W₀ − W_λ.

W follows from traces again. The values 7c² = −2, 1, 2 for |n| = 2, 1, 0 are known. For c⁴ = ⟨(35x⁴ − 30x² + 3)/8⟩ with x = cos θ: |Y₂₂|² ∝ (1−x²)² gives ⟨x⁴⟩ = (16/315)/(16/15) = 1/21 and c⁴ = (35−90+63)/168 = 1/21; |Y₂₁|² ∝ x²(1−x²) gives ⟨x⁴⟩ = (4/63)/(4/15) = 5/21 and c⁴ = (175−270+63)/168 = −4/21; zero trace gives 6/21 for n = 0. Put F2 = F²(d,d)/49 and F4 = F⁴(d,d)/441, and let T_M be the trace over ordered pairs (n,n′) with n+n′ = M:

T₄ = 4F2 + F4,

T₃ = 2(−2F2 − 4F4) = −4F2 − 8F4,

T₂ = 2(−4F2 + 6F4) + (F2 + 16F4) = −7F2 + 28F4,

T₁ = 2(−2F2 − 4F4) + 2(2F2 − 24F4) = −56F4,

T₀ = 2(4F2 + F4) + 2(F2 + 16F4) + (4F2 + 36F4) = 14F2 + 70F4.

With W_λ = T_λ − T_(λ+1): W₂ = −3F2 + 36F4, W₁ = 7F2 − 84F4, W₀ = 14F2 + 126F4. Hence

E_P = E(⁴P) − E(⁶S) = 7F2 + 210F4, E_D = E(⁴D) − E(⁶S) = 17F2 + 90F4.

Q. And the p–d energy among the b states?

A. There are three orbital momenta: l of the p↓ hole, λ_p of the d↓ particle and λ_h of the d↑ hole. Write y_p = l·λ_p and y_h = l·λ_h. The contributions are these.

Exchange of the full p↑ set with four d↑ electrons is −12K. Exchange of p↓² with the d↓ electron is the full-set value −3K plus the hole term; applying the rule to −X = −K − x1 y − x2 q rank by rank gives +K − x1 y_p + x2 q(y_p). The direct rank-2 term comes only from the p hole: with the d↓ particle it is −f2 q(y_p), and with the d↑ hole the sign changes twice, +f2 q(y_h). The spin-swapping exchange takes b to a and has no element within the b space. Subtracting the reference −15K,

H_b = E_λ + K − x1 y_p + (x2 − f2) q(y_p) + f2 q(y_h).

The matrix of y_p in the basis λ = 0, 1, 2 with L = 1 follows from symmetry. Let Π exchange the labels of particle and hole. Two momenta 2 coupled to λ have parity (−1)^λ under Π, and y_h = Π y_p Π, so (y_h)_λλ′ = (−1)^(λ+λ′) (y_p)_λλ′. The sum is diagonal,

y_p + y_h = l·(λ_p + λ_h) = [2 − 2 − λ(λ+1)]/2 = −λ(λ+1)/2.

The diagonal elements of y_p and y_h are equal, so each is −λ(λ+1)/4: 0, −1/2, −3/2. The 0–2 elements are equal and add to zero, so they vanish. Call the 0–1 element α and the 1–2 element β, made real and positive by the phases of b₁ and b₂. Coupling l and λ_p to Λ first, each of Λ = 1, 2, 3 combines once with λ_h = 2 to L = 1, so the eigenvalues of y_p are −3, −1, 2. The determinant gives (3/2)α² = 6, so α = 2. The trace of the square gives 1/4 + 9/4 + 2(α² + β²) = 14, so β² = 7/4 and β = √7/2.

The elements of y_p² are 00: 4; 01: 2(−½) = −1; 02: αβ = √7; 11: 4 + ¼ + 7/4 = 6; 12: β(−½ − 3/2) = −√7; 22: 7/4 + 9/4 = 4. From q = 2y² + y − 8,

q₀₀ = 0, q₀₁ = 0, q₀₂ = 2√7, q₁₁ = 7/2, q₁₂ = −3√7/2, q₂₂ = −3/2.

In q(y_h) only q₁₂ changes sign. The direct term f2[q(y_h) − q(y_p)] therefore has a single element, 3√7 f2, between b₁ and b₂. It does not touch b₀, as it must not: a spin-free orbital operator cannot change the ⁶S parent into a quartet. Inserting x1 and x2,

⟨b₁|H|b₁⟩ = E_P + K + x1/2 + 7x2/2 = E_P + K + (3/4 + 7/4)g1 + (−21/4 + 21/4)g3,

⟨b₂|H|b₂⟩ = E_D + K + 3x1/2 − 3x2/2 = E_D + K + (9/4 − 3/4)g1 + (−63/4 − 9/4)g3,

⟨b₁|H|b₂⟩ = √7[−x1/2 − 3x2/2 + 3f2] = √7[3f2 − (3/4 + 3/4)g1 + (21/4 − 9/4)g3],

⟨b₁|H|b₀⟩ = −2x1, ⟨b₂|H|b₀⟩ = 2√7 x2, ⟨b₀|H|b₀⟩ = K.

Q. But ⁵P₀ is mostly a, and you have not computed the coupling of a to b₁ and b₂.

A. The same device supplies it. From H(a + √5 b₀) = 0, ⟨b_λ|H|a⟩ = −√5 ⟨b_λ|H|b₀⟩, and so

⟨b_λ|H|⁵P₀⟩ = (1 + 5)⟨b_λ|H|b₀⟩/√6 = √6 ⟨b_λ|H|b₀⟩.

The states b₁ and b₂ are already pure quintets, being a quartet with M = 3/2 times a p shell with M = ½. In the basis (⁵P₀, b₁, b₂) the matrix is

H₀₀ = 12g1 + 126g3,

H₁₁ = E_P + (9/2)g1 + 21g3,

H₂₂ = E_D + (7/2)g1 + 3g3,

H₀₁ = −2√6 x1 = −3√6 (g1 − 7g3),

H₀₂ = 2√42 x2 = √42 (g1 + 3g3),

H₁₂ = √7 [3f2 − (3/2)g1 + 3g3].

Its eigenvalues ε_i are the three ⁵P energies above ⁷P; let w_i be the squared ⁵P₀ component of eigenvector i. The signs of single off-diagonal elements depend on the phase choice; the product H₀₁H₁₂H₀₂ does not. The numerical check builds the Hamiltonian on all determinants of 3p⁵3d⁵ with c^k from numerical quadrature. For three random sets of integrals and for the example below it asserts agreement of the diagonal elements, the moduli of the off-diagonal ones, the sign-carrying product, the line positions and the intensities.

The three ⁵P energies above ⁷P are now the eigenvalues of a 3 × 3 matrix, in which the state with the ⁶S parent, at 6K on the diagonal, is coupled to states with ⁴P and ⁴D parents. What remains is to find how the intensity is shared among the lines, put in numbers for a real atom, and examine the spin selectivity and the limits of the model.
